# Counting the Conduction Modes of a 3 nm Square Copper Wire

## Problem

A straight copper wire has a square cross-section of side $L=30$ angstrom (3 nm). Treat its conduction electrons as free and independent, with Fermi wavevector $k=1.36$ per angstrom measured from the band bottom, as in the bulk. Let the wavefunction vanish on the four side faces. A mode is one transverse orbital state whose threshold energy does not exceed the Fermi energy; spin is not counted in the number of modes.

(a) Find the thresholds, and show what each open mode contributes to the conductance of a wire without scattering.

(b) Estimate the number of modes from the cross-sectional area alone, then count them one by one.

(c) Derive the correction proportional to the perimeter and the constant that follows it. Show that the irregularity of the count does not swamp the perimeter term.

(d) Evaluate the corrected estimate and compare it with the count.

(e) Suppose that 30 angstrom is instead the width of the positive background charge, and that the wire must be neutral. What becomes of the correction?

The algebra uses atomic units, $\hbar=m_e=e=1$; numbers are in eV and angstrom.

## Solution

### (a) Thresholds and conductance

The wavefunctions that vanish at $x=0,L$ and $y=0,L$ are

$$\psi=\sin\frac{m\pi x}{L}\,\sin\frac{n\pi y}{L}\,e^{iqz},\qquad m,n=1,2,3,\dots$$

Zero is excluded because the sine then vanishes everywhere, and a negative integer only changes the sign of $\psi$. The energy is

$$E=\frac{q^2}{2}+E_{mn},\qquad E_{mn}=\frac{\pi^2}{2L^2}(m^2+n^2).$$

With $E_F=k^2/2$, the condition $E_{mn}\le E_F$ becomes

$$m^2+n^2\le R^2,\qquad R=\frac{kL}{\pi}.$$

The number of modes $N$ is therefore the number of points with positive integer coordinates inside a circle of radius $R$.

Now connect the wire to two reservoirs with chemical potentials $\mu_1$ and $\mu_2$, where $\mu_1-\mu_2=V$ is small. Right-moving electrons carry the occupation $f_1$ of the first reservoir, left-moving ones the occupation $f_2$ of the second. Per unit length there are $2\,dq/2\pi$ states in $dq$, the 2 being for spin, and their velocity is $dE/dq=q$. The magnitude of the current in one mode is

$$I_{mn}=2\int_0^\infty\frac{dq}{2\pi}\,q\,(f_1-f_2)=\frac1\pi\int_{E_{mn}}^\infty dE\,(f_1-f_2),$$

because $q\,dq=dE$. The velocity has cancelled against the density of states. To first order in $V$, $f_1-f_2=-V\,\partial f/\partial E$, so the integral is $V f(E_{mn})$ and

$$G=\frac1\pi\sum_{mn}f(E_{mn})\;\longrightarrow\;\frac{N}{\pi}\quad(T\to0).$$

The last step assumes that no threshold coincides with $E_F$, where $f=\tfrac12$. The atomic unit of conductance is $e^2/\hbar$, so each open mode contributes $e^2/(\pi\hbar)=2e^2/h$, however slowly its electrons move.

### (b) Area estimate and direct count

The value of $k$ fits copper: the density $k^3/(3\pi^2)=0.0850$ per cubic angstrom corresponds to a cubic cell of edge 3.61 angstrom holding four electrons, one for each atom of the face-centred cell. The Fermi energy is 7.05 eV.

If each integer point is given a unit square, $N$ is roughly the area of a quarter circle:

$$N_{\rm area}=\frac{\pi R^2}{4}=\frac{k^2L^2}{4\pi}=\frac{1.36^2\times900}{4\pi}=132.5 .$$

For the direct count, $R=1.36\times30/\pi=12.987$ and $R^2=168.66$. For each $m$, the allowed $n$ run from 1 to the integer part of $\sqrt{R^2-m^2}$. For $m=1,\dots,12$ this gives

$$12+12+12+12+11+11+10+10+9+8+6+4=117 .$$

The area estimate is 13% above the count.

### (c) Perimeter and corner terms

Let $M(R)$ be the number of all integer points, of either sign and including zero, in the disk of radius $R$. Apart from the origin, they lie either inside one of four equivalent quadrants, with $N$ points each, or on one of four half-axes, with $\lfloor R\rfloor$ points each, where $\lfloor R\rfloor$ is the integer part. Thus

$$M=4N+4\lfloor R\rfloor+1,\qquad N=\frac{M-1}{4}-\lfloor R\rfloor .$$

For the wire, $4\times117+4\times12+1=517$, the number of points in the full disk.

Averaged over a range of $R$, the integer part is $R-\tfrac12$, since the fractional part averages to one half. Suppose for the moment that $M$ averages to the disk area $\pi R^2$. Then

$$N_{\rm smooth}=\frac{\pi R^2-1}{4}-R+\frac12=\frac{\pi R^2}{4}-R+\frac14 .$$

With $A=L^2$ and $P=4L$, we have $R=kL/\pi=kP/(4\pi)$, so

$$\boxed{N_{\rm smooth}=\frac{k^2A}{4\pi}-\frac{kP}{4\pi}+\frac14}$$

This is Weyl's expansion for the square. The quarter disk gives half the weight of each axis point to the quadrant, but states with $m=0$ or $n=0$ do not exist. The perimeter term removes them. Its sign belongs to the boundary condition: if the normal derivative vanished at the walls instead, cosines with $m,n\ge0$ would be allowed, and the number would be $N+2\lfloor R\rfloor+1$. Its average is $\pi R^2/4+R+1/4$, with the perimeter term reversed.

**Why the perimeter term survives the irregularity.** The unit squares centred on the points of the disk cover everything within radius $R-1/\sqrt2$ and nothing beyond $R+1/\sqrt2$. This shows that $M-\pi R^2$ is at most of order $R$, which is the order of the perimeter term itself. A sharper bound is needed.

Replace each point by a uniform disk of small radius $\varepsilon$ and total weight 1, and let $S(R)$ be the total weight inside radius $R$. A point with $|\mathbf p|\le R$ has its whole small disk inside radius $R+\varepsilon$; a point with $|\mathbf p|>R$ has none of it inside $R-\varepsilon$. Hence

$$S(R-\varepsilon)\le M(R)\le S(R+\varepsilon).$$

The weight that a point at $\mathbf p$ contributes to $S(R)$ is a continuous function $F(\mathbf p)$, the convolution of the large disk with the small one. The Fourier transform of a disk of radius $R$ is

$$2\pi\int_0^R r\,J_0(2\pi gr)\,dr=\frac{R\,J_1(2\pi gR)}{g},$$

because $(xJ_1)'=xJ_0$. For the small disk, divided by its area, it is $J_1(2\pi\varepsilon g)/(\pi\varepsilon g)$. A convolution transforms into a product. The periodic function $\sum_{\mathbf p}F(\mathbf x+\mathbf p)$ has the transform of $F$ at integer vectors $\mathbf g$ as its Fourier coefficients; setting $\mathbf x=0$ gives

$$S(R)=\pi R^2+R\sum_{\mathbf g\ne0}\frac{J_1(2\pi Rg)}{g}\,\frac{J_1(2\pi\varepsilon g)}{\pi\varepsilon g}.$$

This is legitimate because $|J_1(x)|\le C x^{-1/2}$ makes the terms fall as $g^{-3}$, which is summable in two dimensions.

Now bound the sum, replacing it by an integral with $2\pi g\,dg$ vectors in $dg$. For $g<1/\varepsilon$ the last factor is at most 1, and the contribution is of order

$$R^{1/2}\int^{1/\varepsilon}g^{-3/2}\,g\,dg\sim R^{1/2}\varepsilon^{-1/2}.$$

For $g>1/\varepsilon$ it is of order $R^{1/2}\varepsilon^{-3/2}\int_{1/\varepsilon}^\infty g^{-2}dg$, which is again $R^{1/2}\varepsilon^{-1/2}$. Shifting the radius by $\varepsilon$ changes $\pi R^2$ by order $R\varepsilon$. The two errors balance at $\varepsilon=R^{-1/3}$, so

$$|M(R)-\pi R^2|\le \text{const}\times R^{2/3}$$

for large $R$. This grows more slowly than $R$, and the perimeter term stands.

The constant $1/4$ is smaller than this bound and has a meaning only on average. Averaging the disk over a window of radii of length $\Delta$ replaces $RJ_1(2\pi Rg)/g$ by its mean. This function oscillates in $R$ with amplitude of order $R^{1/2}g^{-3/2}$ and period near $1/g$, so its mean is of order $R^{1/2}g^{-5/2}/\Delta$. The sum over $\mathbf g$ now converges without smearing, and it vanishes when $\Delta\gg R^{1/2}$. That justifies the average $\pi R^2$ used above.

The numerical output bears this out. Over $10<R<20$, which means widths from 23 to 46 angstrom at this $k$, the count minus the area and perimeter terms averages 0.250. The three-digit agreement is partly luck: windows of the same length starting anywhere between $R=9$ and $R=11$ give values from 0.23 to 0.27. The largest error of $N_{\rm smooth}$ divided by $R$ is 0.34 in that window and 0.11 for $200<R<210$.

### (d) The corrected estimate

The perimeter term is

$$-\frac{kP}{4\pi}=-\frac{1.36\times120}{4\pi}=-12.99 ,$$

so the estimate falls from 132.5 to $132.47-12.99=119.5$. The corner constant makes it 119.7. To the accuracy of such an estimate, about 132 has become about 120.

The relative size of the correction is $P/(kA)=4/(kL)$, here 9.8%, and it falls as $1/L$ for thicker wires. In the opposite limit the expansion fails: the first mode opens at $R=\sqrt2$, and just below that radius the formula gives 0.4 where the count is zero.

The count of 117 lies 2.7 below the smooth value. The root-mean-square scatter over $10<R<20$ is 1.4, so this is a fairly large fluctuation, and its origin can be seen. Just after the modes at $m^2+n^2=164$ open, the count is 0.75 above the smooth value. No mode opens between 164 and $R^2=168.66$, while the smooth value climbs by 3.5. The next value of $m^2+n^2$ is $169=5^2+12^2$, just above $R^2=168.66$. Its two modes, $(5,12)$ and $(12,5)$, open when the width reaches 30.03 angstrom, and the count becomes 119. Widening the wire by 0.03 angstrom thus adds two to the count but only about 0.25 to the smooth estimate.

Temperature blurs the same step. The two modes lie 0.014 eV above the Fermi energy, less than the thermal energy of about 0.026 eV at 300 K. With the chemical potential held at $E_F$, the sum of Fermi functions from part (a) is 118.15 at 300 K. Of the rise of 1.15 above 117, these two modes supply 0.73 and the four modes with $m^2+n^2=170$ supply 0.41.

At zero temperature the resistance between ideal reservoirs is

$$\frac{h}{2e^2}\,\frac1{117}=110\ \text{ohm}.$$

It does not depend on the length of the wire as long as nothing scatters. The area estimate would make it 12% too small.

### (e) A neutral wire

The result in (d) takes 30 angstrom as the distance between hard walls and keeps $k$ at its bulk value. To see how much charge such a wire holds, note that a mode is filled for $|q|\le\sqrt{k^2-\kappa_{mn}^2}$, where $\kappa_{mn}^2=2E_{mn}$. With two spins, the number of electrons per unit length is

$$\lambda=\frac2\pi\sum_{mn}\sqrt{k^2-\kappa_{mn}^2}
=\frac2\pi\int_0^k\frac{N(\kappa)\,\kappa\,d\kappa}{\sqrt{k^2-\kappa^2}} .$$

The second form follows by writing the sum as $\int\sqrt{k^2-\kappa^2}\,dN(\kappa)$ and integrating by parts; the boundary terms vanish because the root is zero at $\kappa=k$ and $N(0)=0$. Insert the smooth $N(\kappa)$ and use

$$\int_0^k\frac{\{\kappa^3,\ \kappa^2,\ \kappa\}}{\sqrt{k^2-\kappa^2}}\,d\kappa=\Big\{\frac{2k^3}{3},\ \frac{\pi k^2}{4},\ k\Big\}$$

to obtain

$$\lambda_{\rm smooth}=\frac{Ak^3}{3\pi^2}-\frac{Pk^2}{8\pi}+\frac{k}{2\pi}.$$

The first term is the bulk density times the area, which is also the positive charge if the background fills the same square: 76.5 per angstrom. The sum over the actual modes gives 67.6. The wavefunctions vanish at the walls and leave a depleted layer, so the wire is short of electrons by 12%. There are two simple ways to restore neutrality.

**Fixed walls, higher $k$.** To leading order, the first term must grow by the amount of the second:

$$\frac{Ak^2}{\pi^2}\,\delta k=\frac{Pk^2}{8\pi}\quad\Rightarrow\quad\delta k=\frac{\pi P}{8A}=0.052\ \text{per angstrom}.$$

The number of modes rises by $Ak\,\delta k/(2\pi)=kP/16$. Relative to the area estimate at bulk $k$, the net change is

$$\Big(-\frac1{4\pi}+\frac1{16}\Big)kP=-0.0171\times163.2=-2.8 .$$

The smooth estimate is 129.7. Solving for neutrality with the actual modes gives a count of 131.

**Bulk $k$, walls further out.** Moving each wall outward by $d$ adds an area $Pd$ to leading order. Neutrality requires

$$\frac{k^3}{3\pi^2}\,Pd=\frac{Pk^2}{8\pi}\quad\Rightarrow\quad d=\frac{3\pi}{8k}=0.87\ \text{angstrom}.$$

The number of modes rises by $k^2Pd/(4\pi)=3kP/32$, and the net change is

$$\Big(-\frac1{4\pi}+\frac3{32}\Big)kP=+0.0142\times163.2=+2.3 .$$

The correction has changed sign. With the walls 31.73 angstrom apart, the smooth formula gives 134.7 and the count is 135. The wire then holds 76.6 electrons per angstrom, close to the required 76.5.

The two repairs differ in the interior. Far from the walls the electron density is $k^3/(3\pi^2)$, so raising $k$ by 0.052 puts about $3\,\delta k/k=12\%$ too much charge there, to offset the depleted surface. Moving the walls keeps the interior neutral as well, and is the more reasonable picture of a metal.

The fall from about 132 to about 120 is therefore a statement about a hard-walled channel of width 30 angstrom at bulk $k$. If 30 angstrom is the width of the ionic charge, the area estimate is already within a few modes of the neutral free-electron result. Neither case includes copper's real band structure, whose Fermi surface is not a sphere, nor the finite height of the surface barrier, nor scattering by rough surfaces, defects and lattice vibrations, which raises the resistance above the ballistic value.

## Values computed for the example and the checks

```
Fermi wavevector (input): 1.36 1/angstrom
wall distance (input): 30.0 angstrom
cubic cell edge for 4 electrons: 3.611 angstrom
electron density: 0.08496 1/angstrom^3
Fermi energy: 7.047 eV
threshold unit pi^2/(2L^2): 0.04178 eV
scaled radius R: 12.9870 (no unit)
R squared: 168.663 (no unit)
area estimate: 132.47 modes
perimeter term: -12.99 modes
area + perimeter: 119.48 modes
area + perimeter + corners: 119.73 modes
exact count: 117 modes
finite-difference count: 117 modes
pairs n for m = 1,2,...: [12, 12, 12, 12, 11, 11, 10, 10, 9, 8, 6, 4]
integer points in full disk: 517
next shell m^2+n^2: 169 (no unit)
next threshold above E_F: 0.0141 eV
width opening next shell: 30.030 angstrom
count just above next shell: 119 modes
cold conductance / (2e^2/h), current sum: 117.0000
ballistic resistance, exact count: 110.31 ohm
300 K Fermi-function sum: 118.15 modes
300 K current sum: 118.15 modes
smearing radius eps: 0.4254 (no unit)
smeared disk count, overlaps: 528.880
smeared disk count, Poisson: 528.880
averaging widths: 23.1 to 46.2 angstrom
mean exact minus area estimate: -14.75 modes
mean exact minus two-term estimate: 0.250 modes
rms scatter about three-term estimate: 1.41 modes
largest |error|/R, R 10 to 20: 0.339
largest |error|/R, R 200 to 210: 0.112
positive charge per length: 76.46 e/angstrom
electrons held at bulk k: 67.62 1/angstrom
neutral, fixed walls, k: 1.4126 1/angstrom
leading formula for rise in k: 0.0524 1/angstrom
neutral, fixed walls, smooth: 129.68 modes
neutral, fixed walls, exact: 131 modes
outward shift of each wall: 0.866 angstrom
shifted wall distance: 31.732 angstrom
electrons held, shifted walls: 76.58 1/angstrom
shifted walls, smooth: 134.72 modes
shifted walls, exact: 135 modes
```
